# Two ring-polymer conventions that cannot be mixed piece by piece

**Q:** I am setting up a path-integral simulation of one particle of mass $m$ in a potential $V(q)$. One convention runs the ring of $P$ beads at temperature $PT$, the other at $T$ with the potential divided by $P$. They describe the same physics, so I took what was convenient from each: thermostat at $T$, potential $V/P$, bead mass $m$, and springs of frequency $\omega_P=P/(\beta\hbar)$, with $\beta=1/(k_BT)$. Each piece is correct in one of the conventions, so the whole should be correct too.

**A:** The conventions agree as wholes, but your combination describes a different particle. To see which one, start from what both must reproduce. The partition function is $Z=\mathrm{Tr}\,e^{-\beta H}$. Cut $\beta$ into $P$ steps $\epsilon=\beta/P$ and split each step symmetrically:

$$e^{-\epsilon H}\approx e^{-\epsilon V/2}\,e^{-\epsilon \hat p^2/2m}\,e^{-\epsilon V/2}.$$

The kinetic factor between two positions is a Gaussian integral:

$$\langle q|e^{-\epsilon\hat p^2/2m}|q'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{-\epsilon p^2/2m+ip(q-q')/\hbar}=\sqrt{\frac{m}{2\pi\epsilon\hbar^2}}\;e^{-m(q-q')^2/(2\epsilon\hbar^2)}.$$

Multiply $P$ such steps and close the trace with $q_{P+1}=q_1$. The half-steps of $V$ merge in pairs, so the positions have the weight

$$e^{-W},\qquad W=\sum_{j=1}^{P}\Big[\frac a2(q_j-q_{j+1})^2+b\,V(q_j)\Big],\qquad a=\frac{mP}{\beta\hbar^2},\quad b=\frac{\beta}{P}.$$

This holds for a distinguishable particle in a smooth confining potential, with an error that vanishes as $P$ grows. The conventions differ in which factor of $W$ is called the inverse temperature.

**Q:** So where do the two spring constants come from?

**A:** In convention A you factor out $\beta/P$, which is temperature $PT$. The potential keeps its full strength, and the spring constant is $a$ divided by $\beta/P$:

$$k_A=\frac{mP}{\beta\hbar^2}\,\frac P\beta=\frac{mP^2}{(\beta\hbar)^2}=m\omega_P^2 .$$

In convention B you factor out $\beta$. The potential becomes $V/P$, and

$$k_B=\frac a\beta=\frac{mP}{(\beta\hbar)^2}=\frac{k_A}{P}.$$

Your $\omega_P$ belongs to A. The corresponding frequency in B, defined by $k_B=m\omega_B^2$, is $\sqrt P/(\beta\hbar)$.

**Q:** Then my springs are too stiff by a factor $P$. Is that merely a less efficient ring?

**A:** No, it changes the physics. Read the weight backwards: any positive $a$ and $b$ form a legitimate $P$-bead ring for some inverse temperature $\beta_{\rm eff}$ and mass $m_{\rm eff}$. From $b=\beta_{\rm eff}/P$ and $a=m_{\rm eff}P/(\beta_{\rm eff}\hbar^2)=m_{\rm eff}/(b\hbar^2)$,

$$\beta_{\rm eff}=Pb,\qquad m_{\rm eff}=\hbar^2ab .$$

Your choice has $a=\beta k_A=mP^2/(\beta\hbar^2)$ and $b=\beta/P$. Hence $\beta_{\rm eff}=\beta$, but $m_{\rm eff}=Pm$. You are simulating a particle $P$ times too heavy, whose quantum spread is suppressed.

Take a model particle in atomic units ($\hbar=1$): $m=2000$, $V=\tfrac12kq^2+gq^4$ with $k=g=0.2$, $\beta=1000$ (about 316 K) and $P=32$. Then

$$k_A=\frac{2000\times32^2}{1000^2}=2.048,\qquad k_B=\frac{2.048}{32}=0.064 .$$

Both correct conventions give $\langle q^2\rangle=0.0220\,a_0^2$. Yours gives $0.0059\,a_0^2$, not far above the classical value, $0.0047\,a_0^2$. Diagonalizing the Hamiltonian gives $0.0223\,a_0^2$, so the correct 32-bead ring is 1.3% below the quantum value. Doubling $P$ reduces that error by a factor of 3.9, close to the factor 4 of a $P^{-2}$ error.

**Q:** What do the other mixtures do?

**A:** There are eight combinations of temperature, potential and spring constant. The same two formulas identify the six wrong ones:

| Choice | $m_{\rm eff}/m$ | $T_{\rm eff}/T$ | $\langle q^2\rangle$ ($a_0^2$) |
|---|---|---|---|
| $T,\ V/P,\ k_A$ | $P$ | $1$ | 0.0059 |
| $PT,\ V,\ k_B$ | $1/P$ | $1$ | 0.0702 |
| $T,\ V,\ k_A$ | $P^2$ | $1/P$ | 0.0008 |
| $T,\ V,\ k_B$ | $P$ | $1/P$ | 0.0032 |
| $PT,\ V/P,\ k_A$ | $1/P$ | $P$ | 0.1107 |
| $PT,\ V/P,\ k_B$ | $1/P^2$ | $P$ | 0.3510 |

The third row is convention A with the thermostat left at $T$. There $a=\beta k_A=mP^2/(\beta\hbar^2)$ and $b=\beta$, so $\beta_{\rm eff}=P\beta$ and $m_{\rm eff}=\hbar^2ab=P^2m$. For all eight choices, the ring average was tested against a separate calculation that uses the kinetic-energy operator with the mass and temperature predicted here, and the same 32 steps. The variances therefore include the error of a finite $P$: in the second and fourth rows they are more than 20% below the exact averages for the listed mass and temperature.

**Q:** I always check convergence in $P$. Surely the discrepancy disappears with more beads?

**A:** The result can converge, but to the wrong limit. A harmonic well, $V=\tfrac12kq^2$ with $\omega=\sqrt{k/m}$, shows this in closed form. The weight is Gaussian, so the correlation $G_j=\langle q_0q_j\rangle$ (beads now counted from 0) is the inverse of the matrix in $W$:

$$(2a+bk)G_j-a(G_{j+1}+G_{j-1})=\delta_{j0}.$$

For $0\le j\le P$ try $G_j=C\cosh[\eta(P/2-j)]$, which is symmetric around the ring. Away from $j=0$ the equation requires $2a\cosh\eta=2a+bk$. At $j=0$ both neighbours equal $C\cosh(\eta P/2-\eta)$, so

$$2aC\big[\cosh\eta\cosh\tfrac{\eta P}2-\cosh(\tfrac{\eta P}2-\eta)\big]=2aC\sinh\eta\,\sinh\tfrac{\eta P}2=1 .$$

Therefore

$$\langle q^2\rangle=G_0=\frac{\coth(P\eta/2)}{2a\sinh\eta},\qquad \cosh\eta=1+\frac{x^2}2,\quad x^2=\frac{bk}a .$$

When $x$ is small, $\eta\approx\sinh\eta\approx x$.

For your mixture, $x=\beta\hbar\omega/P^{3/2}$, so both $x$ and $Px$ go to zero. Using $\coth(Px/2)\approx2/(Px)$,

$$\langle q^2\rangle\to\frac1{aPx^2}=\frac1{Pbk}=\frac1{\beta k},$$

the classical variance. For the opposite mixture, $PT$ with $V$ and $k_B$, we have $a=m/(\beta\hbar^2)$ and $x=\beta\hbar\omega/\sqrt P$. Now $x\to0$ while $Px\to\infty$, the coth tends to 1, and

$$\langle q^2\rangle\to\frac1{2ax}=\frac{\hbar\sqrt P}{2m\omega}=\sqrt P\,\frac{\hbar\omega}{2k},$$

which grows without bound. With the model's $k$ and $g=0$, going from 32 to 8192 beads takes your variance from 0.0062 to $0.0050\,a_0^2$, the classical limit. The opposite mixture goes from 0.106 to $2.26\,a_0^2$. The correct ring settles at the quantum value, $0.0250\,a_0^2$. A plateau in $P$ is therefore no proof of a correct setup.

**Q:** Fine, I will use $k_B$ with $T$ and $V/P$. I keep the physical mass $m$ on the beads, since the spring constant contains it.

**A:** Those are two different masses. The one in $k_B$ comes from the quantum kinetic operator and must be $m$. The one in the bead kinetic energy, $p^2/(2\mu)$, is yours to choose as far as position averages are concerned: the momentum integral factorizes and cancels between numerator and denominator.

The two must not be tied together. If you choose $\mu=m/P$ and also put $m/P$ into the spring formula, the spring constant becomes $m/(\beta\hbar)^2$. Then $a=m/(\beta\hbar^2)$, $b=\beta/P$ and $m_{\rm eff}=m/P$: the particle is too light.

**Q:** So with $\mu=m$ the sampling is right. Can I also read a vibrational spectrum from the bead trajectories?

**A:** Only after converting the time. Let $U_A=\sum_j[\tfrac12k_A(q_j-q_{j+1})^2+V(q_j)]$. The potential energy in B is $U_A/P$, so the equations of motion are

$$m\frac{d^2q_j}{dt_A^2}=-\frac{\partial U_A}{\partial q_j},\qquad \mu\frac{d^2q_j}{dt_B^2}=-\frac1P\frac{\partial U_A}{\partial q_j}.$$

Suppose both follow the same path with $t_B=s\,t_A$. Then $d^2q_j/dt_B^2=s^{-2}d^2q_j/dt_A^2$, and the second equation becomes

$$\frac{\mu}{s^2}\frac{d^2q_j}{dt_A^2}=-\frac1P\frac{\partial U_A}{\partial q_j}=\frac mP\frac{d^2q_j}{dt_A^2}\quad\Rightarrow\quad s=\sqrt{\frac{P\mu}m}.$$

The momenta follow from the velocities:

$$p_B=\mu\frac{dq}{dt_B}=\frac{\mu}{s}\,\frac{p_A}{m}=p_A\sqrt{\frac{\mu}{mP}} .$$

Thus $p_B^2/(2\mu)=p_A^2/(2mP)$, so $H_B=H_A/P$ and $\beta H_B=(\beta/P)H_A$. The initial conditions have matching probabilities as well. With the thermostat off, a position correlation function obeys $C_B(s\,t)=C_A(t)$.

For the harmonic well with $P=32$, the centroid, which is the mean bead position, oscillates as follows when B's clock is read as physical time:

| $\mu$ | $s$ | Apparent wavenumber (cm$^{-1}$) |
|---|---|---|
| $m/P$ | 1 | 2195 |
| $m$ | 5.66 | 388 |
| $Pm$ | 32 | 69 |

The correct value is 2195 cm$^{-1}$. Your choice $\mu=m$ lowers it by $\sqrt{32}=5.66$. The choice $\mu=m/P$ needs no conversion, and $\mu=Pm$ leaves the momenta equal to those in A.

The map does not rely on harmonicity. In a test with eight beads in the quartic potential, trajectories integrated separately in the two conventions agreed to about $10^{-11}\,a_0$ after mapping. With $\mu=m$ and the times left unscaled, the centroids differed by up to $0.11\,a_0$.

**Q:** Why should $m/P$ be the natural bead mass in B, when A uses $m$?

**A:** Add the equations of motion over the beads. The spring forces cancel in pairs, leaving for the centroid $Q$

$$\text{A: }\ Pm\,\ddot Q=-\sum_jV'(q_j),\qquad \text{B: }\ P\mu\,\ddot Q=-\frac1P\sum_jV'(q_j).$$

In A a total mass $Pm$ feels the sum of $P$ full forces. In B the total mass $P\mu$ feels their mean, so it must equal $m$ if the centroid is to respond like the physical particle.

**Q:** Could I use a heavier $\mu$ to afford a longer time step?

**A:** The step can be longer, but each physical period lasts longer by the same factor. All frequencies of the harmonic ring scale as $1/s$; the ratio of highest to centroid frequency stays at 6.48 here. Nothing is gained per physical period by changing $\mu$ uniformly.

**Q:** At least a peak at 2195 cm$^{-1}$ would then certify my setup.

**A:** It would not. The springs have dropped out of the centroid equation, and in a harmonic well the remaining force is $-kQ$ in A and $-kQ/P$ per bead in B. Your original mixture, run with $\mu=m/P$, has its centroid frequency at the correct value while its variance is about four times too small. Conversely, agreement between A and B does not make ring-polymer time exact quantum time; for a general potential it remains an approximation, the same one in both.

**Q:** Do energy estimators also depend on the convention?

**A:** The one containing spring energy does. Since $\partial H/\partial m=-\hat p^2/(2m^2)$, the mean kinetic energy is $K=(m/\beta)\,\partial\ln Z/\partial m$. In the ring, $m$ enters through the prefactor $m^{P/2}$ and through $a\propto m$:

$$K=\frac m\beta\Big[\frac P{2m}-\frac a{2m}\Big\langle\sum_j(q_j-q_{j+1})^2\Big\rangle\Big]=\frac P{2\beta}-\langle S_B\rangle=\frac P{2\beta}-\frac{\langle S_A\rangle}P ,$$

where $S_A$ and $S_B$ are the total spring energies with $k_A$ and $k_B$. For the quartic model,

$$K=0.016000-0.013239=0.002761\ E_h .$$

In A the spring energy is $0.423662\,E_h$, and dividing by 32 gives the same $0.013239\,E_h$. Forget that division and you obtain $-0.408\,E_h$, impossible for a kinetic energy.

An independent check comes from rescaling all positions, $q_j\to\lambda q_j$, which cannot change the integral of $e^{-W}$. Its derivative at $\lambda=1$ gives

$$P-a\Big\langle\sum_j(q_j-q_{j+1})^2\Big\rangle-b\Big\langle\sum_jq_jV'(q_j)\Big\rangle=0 .$$

Dividing by $2\beta$ and using $b/\beta=1/P$ turns this into $K=\tfrac12\langle qV'\rangle$, averaged over beads. The ring gives $0.002761\,E_h$ this way too. The identity holds for whatever $a$ and $b$ the run actually samples, so comparing the two estimators with the run's own spring energy passes even when the springs are wrong. It becomes a check of the springs only if you insert $a=mP/(\beta\hbar^2)$ computed from $m$, $\beta$ and $P$. If the run sampled $a_{\rm run}\ne a$ with the correct $b$, the left-hand side equals $(a_{\rm run}-a)\langle\sum_j(q_j-q_{j+1})^2\rangle\neq0$. This exposes a misplaced factor of $P$ in the springs, which the centroid peak can miss. The numerical output lists $\langle q^2\rangle$ for all eight choices and the energy estimators for the correct ring.

## Values computed for the example and the checks

```
mass m = 2000 m_e, k = 0.2 Eh/a0^2, g = 0.2 Eh/a0^4
beta = 1000 1/Eh, P = 32, beta*hbar*omega = 10.00
T = 315.8 K, P*T = 10105 K
spring constants: k_A = 2.0480, k_B = 0.0640 Eh/a0^2
combination: m_eff/m, T_eff/T, <q^2> in a0^2 (anharmonic)
  PT, V  , k_A: 1, 1, 0.021994
  PT, V  , k_B: 0.03125, 1, 0.070191
  PT, V/P, k_A: 0.03125, 32, 0.110745
  PT, V/P, k_B: 0.000976562, 32, 0.350969
  T , V  , k_A: 1024, 0.03125, 0.000768
  T , V  , k_B: 32, 0.03125, 0.003223
  T , V/P, k_A: 32, 1, 0.005910
  T , V/P, k_B: 1, 1, 0.021994
<q^2> exact quantum = 0.022292, classical = 0.004739 a0^2
<q^2> correct ring with 64 beads = 0.022216 a0^2
Trotter error ratio, P to 2P = 3.929
P/(2 beta) = 0.016000 Eh
mean spring energy: S_A = 0.423662, S_B = 0.013239 Eh
kinetic energy: spring estimator = 0.002761 Eh
kinetic energy: virial = 0.002761, exact = 0.002808 Eh
spring estimator with S_A not divided by P = -0.407662 Eh
harmonic <q^2> in a0^2: correct; (T,V/P,k_A); (PT,V,k_B)
  P = 32: 0.024703; 0.006237; 0.105963
  P = 512: 0.025001; 0.005081; 0.552361
  P = 8192: 0.025002; 0.005005; 2.259297
harmonic limits: quantum = 0.025002, classical = 0.005000 a0^2
A: centroid frequency = 0.010000, highest = 0.064777 Eh/hbar
A: centroid wavenumber = 2194.7 cm^-1
B: kinetic mass, time factor s, centroid and highest frequency (Eh/hbar)
  mu = m/P: 1.0000, 0.010000, 0.064777; unscaled 2194.7 cm^-1
  mu = m: 5.6569, 0.001768, 0.011451; unscaled 388.0 cm^-1
  mu = P*m: 32.0000, 0.000313, 0.002024; unscaled 68.6 cm^-1
highest/centroid frequency ratio = 6.478
wrong spring (T,V/P,k_A), mu=m/P: centroid = 0.010000 Eh/hbar
trajectory test: 8 beads, 1500 atomic time units in A
largest bead deviation after time mapping = 1.2e-11 a0
largest centroid deviation, mu=m without mapping = 0.113 a0
```
